Interface Share of a Via's Resistance from Two Temperature Coefficients

**Problem**

A via is a short vertical metal plug that joins two wiring levels of a chip. Current passing through it crosses the metal body and also the interfaces at its ends, where there may be a thin barrier layer. A resistance measurement gives the sum of these contributions. Their different response to temperature can separate them.

The resistance of a certain via has a temperature coefficient of 0.0026 per kelvin. The metal of its body, in the state in which it fills the via, has a coefficient of 0.0039 per kelvin. Both coefficients refer to 293.15 K. The resistance of the interfaces does not depend on temperature, and the resistance of the measuring leads has been removed.

(a) What fraction of the via's resistance at 293.15 K comes from the interfaces?

(b) The via is a cylinder of diameter 500 nm and height 1000 nm, and its body has resistivity 1.70 µΩ cm. Find the resistances of body and interfaces. How thick a barrier of resistivity 200 µΩ cm would account for the interface part?

(c) What is the interface fraction when the via is 100 K hotter?

(d) Each coefficient has an independent error of 0.0001 per kelvin. How well is the fraction known? What changes if 0.0039 per kelvin was measured on bulk metal instead of the metal in the via?

**Hints**

1. A temperature coefficient is a slope divided by a resistance. Ask separately what the interfaces do to the slope and what they do to the resistance.

2. Body and interfaces carry the same current one after the other, so their resistances add. Their temperature coefficients do not.

3. For (c), one of the two resistances stays fixed while the total grows.

4. For (d), an electron that has just left a rough wall has had little time to gain drift velocity from the field. Consider whether the resistivity this adds depends on temperature.

**Solution**

*(a) The fraction at the reference temperature*

Let T₀ be the reference temperature and ΔT = T − T₀. Let R_m be the resistance of the metal body at T₀, and R_i that of all interfaces together. The temperature coefficient of a resistance R is defined as

α = (1/R) dR/dT, taken at T₀.

Near room temperature the resistance of a good metal rises nearly linearly, so the body is described by R_m(1 + α_m ΔT), with α_m = 0.0039 per kelvin. The interfaces keep the value R_i. In series the two add:

R(T) = R_m(1 + α_m ΔT) + R_i.

The slope is

dR/dT = α_m R_m,

because R_i is constant and drops out. The resistance at T₀ is

R(T₀) = R_m + R_i.

Dividing the first by the second gives the coefficient of the whole via:

α_v = α_m R_m/(R_m + R_i).

The interfaces add to the denominator and nothing to the numerator. They dilute the temperature coefficient of the metal without altering the metal itself.

Now define the interface fraction at T₀,

f = R_i/(R_m + R_i).

The body has the remaining fraction, R_m/(R_m + R_i) = 1 − f. Hence

α_v = α_m(1 − f),

and, solving for f,

f = 1 − α_v/α_m.

This contains ratios only, so it reads the same in atomic units and in engineering units. With the given values,

f = 1 − 0.0026/0.0039 = 1 − 0.6667 = 0.3333.

The interfaces contribute one third of the resistance at 293.15 K.

The limits behave as they should. If α_v = α_m, then f = 0 and the via is all metal. If α_v approaches zero, f approaches one and the interfaces dominate. If α_v were larger than α_m, f would be negative, which no pair of positive resistances can produce. If the excess is larger than the measurement error, an assumption is wrong: perhaps the interfaces do vary with temperature, or α_m belongs to a different metal.

The result says nothing about where the interface resistance sits. Top and bottom enter through their sum R_i, and any division between them gives the same α_v.

*(b) Resistances and barrier thickness*

One third of the total is one half of the body, since

R_i/R_m = f/(1 − f) = (1/3)/(2/3) = 1/2.

The cross-section is A = π(250 nm)² = 196350 nm². To use lengths in nanometres, note that 1 µΩ cm = 10⁻⁶ Ω × 10⁷ nm = 10 Ω nm, so the body has resistivity ρ = 17.0 Ω nm. With height h,

R_m = ρh/A = 17.0 × 1000/196350 Ω = 0.08658 Ω.

Therefore

R_i = R_m/2 = 0.04329 Ω,

R(T₀) = 0.08658 Ω + 0.04329 Ω = 0.12987 Ω.

Interfaces are best compared through resistance times area, which does not depend on the size of a uniform contact:

R_i A = 0.04329 × 196350 Ω nm² = 8500 Ω nm² = 8.50 × 10⁻¹¹ Ω cm².

A flat barrier of thickness t and resistivity ρ_b has resistance times area equal to ρ_b t. With ρ_b = 200 µΩ cm = 2000 Ω nm,

t = R_i A/ρ_b = 8500/2000 nm = 4.25 nm.

This is an equivalent thickness. If the boundary between barrier and metal has a resistance of its own, the actual barrier is thinner.

The barrier may also line the side wall, where it conducts in parallel with the body. For a thin liner of the same thickness, the cross-section is πdt, with d the diameter. The ratio of its conductance to that of the body is

(πdt/ρ_b)/(πd²/4ρ) = 4tρ/(dρ_b) = 4 × 4.25 × 17.0/(500 × 2000) = 0.00029,

or 0.029 percent. Neglecting this path is justified here. The diameter of 500 nm is taken as that of the metal. If it included a liner of this thickness, the body's resistance would be about 3.5 percent higher.

*(c) The fraction in the hot via*

At T the interface resistance is still R_i, while the total has become R(T₀)(1 + α_v ΔT). The fraction is therefore

f(T) = f/(1 + α_v ΔT).

For ΔT = 100 K the denominator is 1 + 0.26 = 1.26, so the total is 0.16364 Ω and

f(T) = 0.3333/1.26 = 0.2646.

The interfaces have not improved. The metal has become more resistive around them. This is why the answer to (a) must state the temperature.

For the same reason both coefficients must refer to one temperature. Suppose α_v had been quoted at 298.15 K, 5 K higher, while α_m stayed at 293.15 K. The slope of R(T) is unchanged, but it is divided by a larger resistance:

α_v(298.15 K) = 0.0026/(1 + 0.0026 × 5) = 0.002567 per kelvin.

Combining this with 0.0039 gives f = 0.3419 in place of 0.3333. The shift is small, but it is systematic and can be avoided.

*(d) Errors, and the meaning of the body's coefficient*

Small changes dα_v and dα_m change f = 1 − α_v/α_m by

df = −dα_v/α_m + α_v dα_m/α_m².

For independent errors the squares of the two terms add. Their sizes are

0.0001/0.0039 = 0.0256,

0.0026 × 0.0001/0.0039² = 0.0171,

and the combined error is

√(0.0256² + 0.0171²) = 0.031.

So f = 0.33 ± 0.03. This is an error of about 9 percent of f, although the coefficients themselves are known to about 4 and 3 percent. The relative error of the ratio α_v/α_m, here 4.6 percent, is multiplied by (1 − f)/f, here 2. This factor grows as f becomes smaller; for f above one half it is less than one.

The second question concerns a systematic error. In a via, electrons also scatter from the side wall. If the wall is rough, an electron leaves it with no memory of its earlier drift. The resulting loss of conductivity can be found for a long wire whose diameter d is much larger than the mean free path L of the bulk metal.

Consider electrons at some point in the wire that move at angle θ to its axis. Their share of the bulk current is proportional to cos²θ: one factor comes from the velocity along the axis, the other from the drift gained along the field. Since cos²θ averages to 1/3 over all directions, the normalized weight is 3cos²θ. Let s be the distance back along the path to the wall. Of the electrons arriving in a given direction, a fraction e^(−s/L) has had no collision since the wall. In bulk metal these would have passed the position of the wall with the mean bulk drift; here they leave it with none. What they gain from the field between the wall and the point is the same in both cases, so the drift missing at the point is e^(−s/L) times the bulk drift. The relative loss of conductivity is therefore the average of

3cos²θ e^(−s/L)

over all directions and over the cross-section.

For d ≫ L the loss is confined to a thin layer near the wall, which may be treated as flat. Let x be the depth below the wall and n the cosine between the direction of motion and the inward normal. Then s = x/n for electrons coming from the wall (n > 0), and the integral over depth is

∫₀^∞ e^(−x/(nL)) dx = nL.

The ratio of perimeter to area is πd/(πd²/4) = 4/d, so the loss is

(4L/d) × ⟨3cos²θ n⟩,

where the average runs over all directions but only those with n > 0 contribute. Take the normal as polar axis, with azimuth ψ measured from the wire axis. Then cos²θ = (1 − n²)cos²ψ, and

⟨cos²θ n⟩ = (1/4π) ∫₀¹ n(1 − n²) dn ∫₀^2π cos²ψ dψ = (1/4π)(1/4)(π) = 1/16.

The loss is (4L/d)(3/16) = 3L/(4d). To first order in L/d the resistivity of the wire is then

ρ_wire = ρ[1 + 3L/(4d)] = ρ + 3ρL/(4d).

In the free-electron picture ρ is inversely proportional to L at fixed electron density, so the product ρL does not change with temperature. The added term is constant. It dilutes the coefficient of the body just as the interfaces dilute that of the via:

α_wire = α_bulk/[1 + 3L/(4d)].

For copper near room temperature L is roughly 39 nm. Then 3L/(4d) = 0.0585, and α_wire = 0.0039/1.0585 = 0.003684 per kelvin. Averaging numerically over the full circular cross-section, with neither the flat-wall approximation nor the first-order expansion in L/d, gives 0.003660 per kelvin. With this value,

f = 1 − 0.0026/0.003660 = 0.29.

If 0.0039 per kelvin is a bulk value, the interfaces thus contribute 29 percent, not 33 percent. To first order, the one third found in (a) is then the total of everything independent of temperature: the interfaces and the surface part of the body's resistance. The two coefficients alone cannot tell these apart. One needs the coefficient of the metal in the via, for example from a line of the same metal with the same ratio of perimeter to area, the same wall roughness and the same grain structure.

*The numbers beside a real via*

The parameters are rough values for a wide copper via with a thin resistive barrier. A coefficient near 0.0039 per kelvin and a resistivity near 1.7 µΩ cm are typical of bulk copper at room temperature, and a barrier a few nanometres thick is a reasonable size. If both are bulk values and the walls are fully diffuse, the body has a resistivity of about 1.8 µΩ cm, and the equivalent barrier thickness of (b) becomes about 3.7 nm instead of 4.25 nm. The resistivity of barrier films varies widely with material and deposition, so 200 µΩ cm is representative at best. Part (b) also takes the body as the only metal in the measured resistance. A real via opens into metal lines, where the current spreads out. Into thick metal of the same resistivity this adds about ρ/(2d) = 0.017 Ω at each end, a fifth of the body's resistance. If this part is not removed with the leads, it has the metal's coefficient and leaves f unchanged, but it raises the R_i inferred from f. The equivalent thickness of 4.25 nm then becomes about 5.1 nm with one end counted and about 5.9 nm with both. A diameter of 500 nm is far above that of the smallest vias in advanced chips, which are tens of nanometres wide. There L is comparable with d, and the first-order surface formula no longer applies. Even in the wide via, it is risky to assume that the body keeps its bulk coefficient. Fully diffuse walls move the answer from 0.33 to 0.29, a shift somewhat larger than the error of 0.03 found above. Smoother walls would move it less, while grain boundaries that add a constant resistivity would move it further in the same direction.

**Variation 1: interfaces with a temperature coefficient of their own**

*Let the interface resistance vary as R_i(1 + α_i ΔT), with α_i either +0.0003 or −0.0003 per kelvin. The measured coefficients are unchanged. What is f?*

The slope now has two parts:

dR/dT = α_m R_m + α_i R_i.

Dividing by R_m + R_i gives an average weighted by the resistance fractions:

α_v = (1 − f)α_m + fα_i.

Collecting the terms in f gives α_m − α_v = f(α_m − α_i), so

f = (α_m − α_v)/(α_m − α_i).

For the positive sign, f = 0.0013/0.0036 = 0.361. For the negative sign, f = 0.0013/0.0042 = 0.310.

The direction follows from the dilution argument. An interface whose resistance rises with temperature dilutes the coefficient less effectively, so more of it is needed to bring 0.0039 down to 0.0026. An interface whose resistance falls cancels part of the metal's slope, and less is needed. If α_i equals α_m, the denominator vanishes: body and interface respond alike, and the method cannot distinguish them.

**Variation 2: a patchy contact**

*The bottom contact of the same via is good in the middle and poor outside. Its resistance times area is 3.0 × 10⁻¹¹ Ω cm² within half the radius and 3.0 × 10⁻¹⁰ Ω cm² beyond it. The top contact is perfect. The current now crowds towards the middle, and body and interface are no longer two simple resistors in series. What does 1 − α_v/α_m mean?*

Divide the via into many small resistors R_k carrying currents i_k, between two electrodes, each of which has a single potential over its whole surface. For total current I, the dissipated power defines the resistance:

R I² = Σ R_k i_k².

Change the temperature slightly and hold I fixed. Both the resistors and the current pattern change:

I² dR = Σ i_k² dR_k + 2 Σ R_k i_k di_k.

In the last sum R_k i_k is the voltage across resistor k, the difference of the potentials at its ends. Regroup the sum by nodes. Each node's potential then multiplies the net change of current leaving that node through the resistors. At inner nodes this is zero, because current is conserved before and after. At the electrodes it is zero because I is fixed. The last sum vanishes, and the redistribution of current has no first-order effect on R.

For resistors in the metal dR_k = α_m R_k dT, and for those in the interface dR_k = 0. Hence

I² dR/dT = α_m Σ_metal R_k i_k².

Dividing by R I², the total power P, gives

α_v = α_m P_metal/P,

1 − α_v/α_m = P_interface/P.

The fraction inferred from the coefficients is the share of the power dissipated in the interface at T₀. In the uniform via this is R_i/R, as before.

A numerical solution of the current flow gives α_v = 0.00257 per kelvin for the patchy via, so the inferred fraction is 0.341. The interface power, computed separately from the currents in the same solution, is also 0.341 of the total. Further digits would depend on the grid used.

A different estimate would subtract the resistance of a uniformly filled body, 0.08658 Ω, from the total and attribute the rest to the contact. That gives 0.38 of the total. The difference, about 0.04 of the total, is extra resistance inside the metal, caused by current converging on the good part of the contact. It has the temperature coefficient of the metal, so the temperature method counts it with the body. It would nevertheless disappear if the contact were uniformly good. The temperature method therefore answers where the power is dissipated, while the subtraction answers how much resistance the imperfect contact costs.

The power relation uses the slope at T₀. Over a large temperature rise the metal becomes more resistive relative to the contact, the current pattern shifts, and R(T) is no longer a straight line. For this via the curvature is weak. Using the mean slope over 100 K in place of the slope at T₀ raises the inferred fraction by only about 0.001, far less than the error of 0.03 found in (d).

The computed values for all cases are collected in the numerical output below.

Numbers as computed

```
via temperature coefficient: 0.0026 1/K
body temperature coefficient: 0.0039 1/K
reference temperature: 293.15 K
temperature rise: 100 K
diameter: 500 nm
height: 1000 nm
body resistivity: 1.70 microohm cm
barrier resistivity: 200 microohm cm
coefficient ratio via/body: 0.6667
inferred interface share: 0.3333
cross-section area: 196350 nm^2
body resistance: 0.08658 ohm
interface resistance: 0.04329 ohm
total resistance: 0.12987 ohm
interface resistance x area: 8.50e-11 ohm cm^2
equivalent barrier thickness: 4.25 nm
solver, cold resistance: 0.12987 ohm
solver, hot resistance: 0.16364 ohm
solver, via coefficient: 0.002600 1/K
solver, interface power share cold: 0.3333
solver, interface power share hot: 0.2646
patchy contact, inner: 3.0e-11 ohm cm^2
patchy contact, outer: 3.0e-10 ohm cm^2
patchy, via coefficient: 0.002571 1/K
patchy, share from coefficients: 0.3408
patchy, interface power share: 0.3408
patchy, excess over uniform body: 0.3805
interface coefficient tried: +/-0.0003 1/K
share if interface coefficient positive: 0.3611
share if interface coefficient negative: 0.3095
reference mismatch: 5 K
via coefficient at shifted reference: 0.002567 1/K
share inferred with mismatch: 0.3419
error of each coefficient: 0.0001 1/K
resulting error of share: 0.0308
mean free path (rough): 39 nm
surface term 3L/(4d): 0.0585
body coefficient with surface scattering: 0.003660 1/K
same, simple first-order form: 0.003684 1/K
interface share if 0.0039 is bulk value: 0.2896
sidewall/body conductance: 0.029 percent
```
